# Two-excitation subradiant states in waveguide QED are not doubly filled modes: verification in Python

```python
# RESULT UNDER TEST: in an ordered array of two-level atoms on a waveguide, the
# band-edge two-excitation subradiant eigenstates approach antisymmetrized
# (fermion-like) products of single-excitation modes, and their decay rates
# approach the sum of the two single-excitation rates.
# Symbols: Gamma = 1 is the one-atom decay rate into the guide (unit of energy
# and rate, hbar = 1); phase = propagation phase between neighbouring atoms;
# N = number of atoms; a = contact length in lattice sites;
# psi[m, n] = symmetric pair amplitude with zero diagonal and unit norm.
import numpy as np
from scipy.linalg import lu_factor, lu_solve, expm


def single_hamiltonian(N, phase):
    site = np.arange(N)
    return -0.5j * np.exp(1j * phase * abs(site[:, None] - site))


def single_modes(N, phase):
    energy, vectors = np.linalg.eig(single_hamiltonian(N, phase))
    order = np.argsort(-2 * energy.imag)
    return energy[order], vectors[:, order]


def pair_hamiltonian(h):
    m, n = np.triu_indices(len(h), 1)
    return (h[np.ix_(m, m)] * (n[:, None] == n)
            + h[np.ix_(n, n)] * (m[:, None] == m)
            + h[np.ix_(m, n)] * (n[:, None] == m)
            + h[np.ix_(n, m)] * (m[:, None] == n))


def antisymmetrized(c1, c2):
    site = np.arange(len(c1))
    psi = np.outer(c1, c2) - np.outer(c2, c1)
    psi = psi * np.sign(site[None, :] - site[:, None])
    return psi / np.linalg.norm(psi)


def boson_like(c):
    psi = np.outer(c, c)
    np.fill_diagonal(psi, 0)
    return psi / np.linalg.norm(psi)


def to_vector(psi):
    return np.sqrt(2) * psi[np.triu_indices(len(psi), 1)]


def emission_rate(h, psi):
    return -2 * (2 * np.vdot(psi, h @ psi)).imag


def contact_length(phase):
    return 1 / (2 * np.cos(phase / 2) ** 2)


def asymptotic_rate(N, phase, label):
    return (np.pi**2 * label**2 * np.sin(phase / 2) ** 2
            / (2 * N**3 * np.cos(phase / 2) ** 4))


# Pair Hamiltonian against explicit spin operators for five atoms.
small = 5
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
spins = []
for j in range(small):
    op = np.eye(1)
    for k in range(small):
        op = np.kron(op, lower if k == j else np.eye(2))
    spins.append(op)
h_small = single_hamiltonian(small, 0.7)
full = sum(h_small[i, j] * spins[i].T @ spins[j]
           for i in range(small) for j in range(small))
vacuum = np.zeros(2**small)
vacuum[0] = 1
pairs = np.array([spins[i].T @ spins[j].T @ vacuum
                  for i, j in zip(*np.triu_indices(small, 1))]).T
assert np.allclose(pairs.T @ full @ pairs, pair_hamiltonian(h_small))

# Asymptotic laws in a long array, and cancellation of emission at contact.
long_N = 300
long_rows = []
for phase_test in (0.25 * np.pi, np.pi / 3, 0.4 * np.pi):
    h = single_hamiltonian(long_N, phase_test)
    energy, modes = single_modes(long_N, phase_test)
    rates = -2 * energy.imag
    for label in (1, 2):
        law = asymptotic_rate(long_N, phase_test, label)
        assert abs(rates[label - 1] / law - 1) < 0.01
    bare = emission_rate(h, antisymmetrized(modes[:, 0], modes[:, 1]))
    excess = bare / (rates[0] + rates[1])
    excess_law = 1 + 1 / (2 * np.sin(phase_test / 2) ** 2)
    # Tolerances allow for corrections of relative order 1/N.
    assert abs(excess / excess_law - 1) < 0.03
    boson_scaled = long_N * emission_rate(h, boson_like(modes[:, 0]))
    assert abs(boson_scaled / 3 - 1) < 0.03
    long_rows.append((phase_test / np.pi, excess, excess_law, boson_scaled))
    damping = 1e-3
    r = np.arange(1, 40001)
    wave = 2 * (-1.0) ** r * np.cos(phase_test * r) * np.exp(-damping * r)
    a_test = contact_length(phase_test)
    # The remainder is linear in the damping used to define the sum.
    assert abs(np.sum((r - a_test) * wave)) < 5 * damping
    assert abs(np.sum(r * wave)) > 0.5

# Worked example.
phase, N = np.pi / 3, 30
a = contact_length(phase)
edge = -0.5 * np.tan(phase / 2)
h = single_hamiltonian(N, phase)
energy, modes = single_modes(N, phase)
rates = -2 * energy.imag

# Tridiagonal inverse and loss through the two ends.
tri = (np.diag(np.full(N, -2 / np.tan(phase), complex))
       + np.diag(np.full(N - 1, 1 / np.sin(phase)), 1)
       + np.diag(np.full(N - 1, 1 / np.sin(phase)), -1))
tri[0, 0] = tri[-1, -1] = 1j - 1 / np.tan(phase)
assert np.allclose(np.linalg.inv(h), tri, atol=1e-9)
end_loss = 2 * abs(energy) ** 2 * (abs(modes[0]) ** 2 + abs(modes[-1]) ** 2)
assert np.allclose(end_loss, rates, rtol=1e-7, atol=1e-11)


def follow_pair_state(size):
    """Inverse iteration on the pair Hamiltonian, started from the product."""
    e, c = single_modes(size, phase)
    H = pair_hamiltonian(single_hamiltonian(size, phase))
    start = to_vector(antisymmetrized(c[:, 0], c[:, 1]))
    factors = lu_factor(H - (e[0] + e[1]) * np.eye(len(H)))
    v = start.copy()
    for _ in range(30):
        v = lu_solve(factors, v)
        v /= np.linalg.norm(v)
    Hv = H @ v
    E = (v @ Hv) / (v @ v)
    assert np.linalg.norm(Hv - E * v) < 1e-9
    overlap = abs(np.vdot(start, v)) ** 2
    kinetic = (E - 2 * edge).real / (e[0] + e[1] - 2 * edge).real
    fitted_a = size * (1 - kinetic**-0.5)
    ratio = E.imag / (e[0] + e[1]).imag
    return E, v, overlap, fitted_a, ratio


sizes = (30, 42, 60)
followed = {size: follow_pair_state(size) for size in sizes}
E_pair, v_pair, overlap_pair, _, ratio_pair = followed[N]
assert overlap_pair > 0.95
loss_ratio = (1 - followed[30][2]) / (1 - followed[60][2])
assert 2.8 < loss_ratio < 5.5          # inverse-square law gives 4
assert abs(followed[60][3] - a) < 0.05
assert abs(followed[60][4] - (1 - a / 60) ** -3) < 0.012
assert abs(followed[60][4] - 1) < abs(followed[30][4] - 1)

# Full pair spectrum for the example.
H_pair = pair_hamiltonian(h)
pair_energy, pair_vectors = np.linalg.eig(H_pair)
pair_rates = -2 * pair_energy.imag
match = np.argmin(abs(pair_energy - E_pair))
assert abs(pair_energy[match] - E_pair) < 1e-9
darker = int(np.sum(pair_rates < pair_rates[match] * (1 - 1e-6)))
m_index, n_index = np.triu_indices(N, 1)
trial_pairs = [(i, j, to_vector(antisymmetrized(modes[:, i], modes[:, j])))
               for i in range(8) for j in range(i + 1, 8)]
dark_rows = []
for index in np.argsort(pair_rates)[:6]:
    v = pair_vectors[:, index]
    separation = np.sum(abs(v) ** 2 * (n_index - m_index))
    best = max((abs(np.vdot(t, v)) ** 2, i + 1, j + 1)
               for i, j, t in trial_pairs)
    dark_rows.append((pair_rates[index], separation, best))

# Trial states: instantaneous emission and survival.
psi_f = antisymmetrized(modes[:, 0], modes[:, 1])
psi_b = boson_like(modes[:, 0])
rate_f, rate_b = emission_rate(h, psi_f), emission_rate(h, psi_b)
overlap_b = abs(np.vdot(to_vector(psi_b), v_pair)) ** 2
time = 1000.0
propagator = expm(-1j * time * H_pair)
survive_f = np.linalg.norm(propagator @ to_vector(psi_f)) ** 2
survive_b = np.linalg.norm(propagator @ to_vector(psi_b)) ** 2
rate_pair = -2 * E_pair.imag
naive_b = np.exp(-2 * rates[0] * time)
assert abs(survive_f - np.exp(-rate_pair * time)) < 0.03
assert survive_b < naive_b - 0.05
assert rate_b > 100 * rate_pair

print(f"phase between neighbours = {phase/np.pi:.4f} pi rad; N = {N}")
print(f"band-edge energy = {edge:.5f} Gamma")
print(f"contact length a = {a:.4f} sites")
for label in (1, 2):
    print(f"single rate {label} = {rates[label-1]:.4e} Gamma; "
          f"large-N law {asymptotic_rate(N, phase, label):.4e} Gamma")
print(f"two bosons, 2*rate1 = {2*rates[0]:.4e} Gamma")
print(f"sum rate1+rate2 = {rates[0]+rates[1]:.4e} Gamma")
print(f"pair eigenstate rate = {rate_pair:.4e} Gamma")
print(f"pair rate / sum = {ratio_pair:.4f}")
print(f"pair rate / rate1 = {rate_pair/rates[0]:.4f}")
print(f"pair energy (real part) = {E_pair.real:.5f} Gamma")
print("Trial states at N = 30:")
print(f"antisym. squared overlap with eigenstate = {overlap_pair:.5f}")
print(f"boson squared overlap with eigenstate = {overlap_b:.5f}")
print(f"antisym. instantaneous rate = {rate_f:.4e} Gamma")
print(f"boson instantaneous rate = {rate_b:.4e} Gamma")
print(f"boson large-N law 3/N = {3/N:.4e} Gamma")
print(f"survival time = {time:.0f} / Gamma")
print(f"antisym. survival = {survive_f:.4f}")
print(f"eigenstate survival = {np.exp(-rate_pair*time):.4f}")
print(f"boson survival = {survive_b:.4f}")
print(f"boson survival if rate were 2*rate1 = {naive_b:.4f}")
print("Size: squared overlap, fitted a (sites), rate/sum, predicted")
for size in sizes:
    _, _, ov, fit, rat = followed[size]
    print(f"N={size}: {ov:.5f}, {fit:.4f}, {rat:.4f}, "
          f"{(1-a/size)**-3:.4f}")
print(f"overlap deficit N=30 / N=60 = {loss_ratio:.3f}")
print(f"Long array N = {long_N}: phase/pi, bare rate/sum, law, "
      "N*boson rate (Gamma)")
for row in long_rows:
    print(f"{row[0]:.4f}, {row[1]:.4f}, {row[2]:.4f}, {row[3]:.4f}")
print(f"pair-sector dimension at N=30 = {len(H_pair)}")
print(f"states darker than the followed pair state = {darker}")
print("Darkest: rate (Gamma), mean separation (sites), overlap, modes")
for rate, separation, best in dark_rows:
    print(f"{rate:.4e}, {separation:.3f}, {best[0]:.4f}, "
          f"({best[1]},{best[2]})")
print("tests ok")
```

It prints:

```
phase between neighbours = 0.3333 pi rad; N = 30
band-edge energy = -0.28868 Gamma
contact length a = 0.6667 sites
single rate 1 = 8.1717e-05 Gamma; large-N law 8.1231e-05 Gamma
single rate 2 = 3.3353e-04 Gamma; large-N law 3.2493e-04 Gamma
two bosons, 2*rate1 = 1.6343e-04 Gamma
sum rate1+rate2 = 4.1525e-04 Gamma
pair eigenstate rate = 4.4651e-04 Gamma
pair rate / sum = 1.0753
pair rate / rate1 = 5.4642
pair energy (real part) = -0.58292 Gamma
Trial states at N = 30:
antisym. squared overlap with eigenstate = 0.99627
boson squared overlap with eigenstate = 0.64086
antisym. instantaneous rate = 1.2362e-03 Gamma
boson instantaneous rate = 1.0529e-01 Gamma
boson large-N law 3/N = 1.0000e-01 Gamma
survival time = 1000 / Gamma
antisym. survival = 0.6389
eigenstate survival = 0.6399
boson survival = 0.4608
boson survival if rate were 2*rate1 = 0.8492
Size: squared overlap, fitted a (sites), rate/sum, predicted
N=30: 0.99627, 0.6764, 1.0753, 1.0697
N=42: 0.99810, 0.6716, 1.0516, 1.0492
N=60: 0.99907, 0.6691, 1.0352, 1.0341
overlap deficit N=30 / N=60 = 3.994
Long array N = 300: phase/pi, bare rate/sum, law, N*boson rate (Gamma)
0.2500, 4.4139, 4.4142, 3.0151
0.3333, 2.9998, 3.0000, 3.0151
0.4000, 2.4470, 2.4472, 3.0151
pair-sector dimension at N=30 = 435
states darker than the followed pair state = 0
Darkest: rate (Gamma), mean separation (sites), overlap, modes
4.4651e-04, 11.909, 0.9963, (1,2)
9.3378e-04, 9.751, 0.9933, (1,3)
1.1956e-03, 13.049, 0.9894, (2,3)
1.6951e-03, 9.374, 0.9888, (1,4)
1.9470e-03, 10.856, 0.9835, (2,4)
2.4017e-03, 13.316, 0.9797, (3,4)
tests ok
```
